# Converging a tin inner-shell hole with maximum-overlap occupation

## What symmetry fixes

Take a free Sn atom with configuration $4d^{10}5s^25p^2$ and two spin-up 5p electrons in $5p_x$ and $5p_y$. A rotation about $z$ mixes these two orbitals, but their determinant is unchanged, so the mean field is axially symmetric. The spin-up 4d level can therefore split into at most three energies: one for $xy$ and $x^2-y^2$, which a 45° rotation exchanges, one for $xz$ and $yz$, and one for $z^2$. A hole in $4d_{xy}$ must cost the same as a hole in $4d_{x^2-y^2}$, even after relaxation.

Symmetry also decides which holes need protection. Classify orbitals by their parity under reversal of $x$, $y$ and $z$. With 28 core electrons replaced by an effective potential, $4d_{xy}$ is the only occupied spin-up orbital odd in both $x$ and $y$. Its hole can be held by counting electrons in each class. A 4s hole shares its class with occupied 5s and 4d orbitals, so counting does not hold it. Overlap selection treats both cases with one rule.

## Energy, Fock matrix and stationarity

The algebra is in atomic units with real orbitals. The model is unrestricted Hartree-Fock (UHF). Let $S$ be the basis overlap matrix, $D_s$ the density matrix of spin $s$, $D=D_\uparrow+D_\downarrow$, and $h$ the one-electron matrix including the effective core. With Coulomb and exchange matrices $J$ and $K$,

$$E=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,DJ[D]-\tfrac12\sum_s\mathrm{Tr}\,D_sK[D_s].$$

$J$ and $K$ are linear and symmetric: $\mathrm{Tr}\,AJ[B]=\mathrm{Tr}\,BJ[A]$, and likewise for $K$. Varying either density in a quadratic term gives equal contributions, which cancel the factor $1/2$:

$$\delta E=\sum_s\mathrm{Tr}\,F_s\,\delta D_s,\qquad F_s=h+J[D]-K[D_s].$$

Let the columns of $X$ be an orthonormal basis, $X^TSX=1$, and write $D_s=X\tilde D_sX^T$, $\tilde F_s=X^TF_sX$. Rotating the orbitals at fixed occupation gives $\delta\tilde D_s=[A,\tilde D_s]$ with $A$ antisymmetric. By cyclic invariance of the trace,

$$\mathrm{Tr}\,\tilde F_s[A,\tilde D_s]=\mathrm{Tr}\,A[\tilde D_s,\tilde F_s].$$

The last commutator is itself antisymmetric, so this vanishes for every $A$ only if the commutator is zero. Since $\tilde F_s\tilde D_s=X^TF_sX\tilde D_sX^TSX=X^TF_sD_sSX$, the residual to drive to zero is

$$e_s=X^T(F_sD_sS-SD_sF_s)X.$$

This condition identifies stationary points, including saddles. A hole state need not be a minimum.

## Frozen removal and relaxation

Remove the occupied spin orbital $\phi_k$ without changing the others. With $P=\phi_k\phi_k^T$, the density changes by $-P$. The energy is quadratic in the density, so the expansion ends at second order:

$$E_{\rm frozen}-E_0=-\mathrm{Tr}\,F_sP+\tfrac12\left(\mathrm{Tr}\,PJ[P]-\mathrm{Tr}\,PK[P]\right).$$

Both terms in the bracket equal the self-repulsion integral $(kk|kk)$ and cancel. Since $F_s\phi_k=\varepsilon_kS\phi_k$ and $\phi_k^TS\phi_k=1$,

$$E_{\rm frozen}-E_0=-\varepsilon_k.$$

Reconverging the ion with the hole retained gives $E_{\rm hole}$. Define

$$\Delta=E_{\rm hole}-E_0,\qquad R=E_{\rm frozen}-E_{\rm hole},\qquad \Delta=-\varepsilon_k-R.$$

For the $4d_{xy}$ hole, the frozen determinant belongs to the class of determinants with the same electron count in each parity class. The lowest member of that class cannot lie above it, so $R\ge0$ if the lowest member has been found. For a saddle without such protection, this argument gives no sign. If the removed electron was the only one, nothing remains to relax and $R=0$.

## Why lowest-energy filling loses the hole

In the frozen ion, the Fock matrix of the hole's spin is $F_s-J[P]+K[P]$. Acting on $\phi_k$, the two added terms cancel, because an orbital's Coulomb and exchange actions on itself are equal. Thus $\phi_k$ remains an eigenvector with its old eigenvalue, $-35.48$ eV for $4d_{xy}$, although it is now empty.

The neutral atom has twelve spin-up electrons in this valence set: one 4s, three 4p, five 4d, one 5s and two 5p. The ion has eleven. Filling the lowest eleven levels leaves $\phi_k$ empty only if all eleven other orbitals, including both 5p orbitals, lie below it. Otherwise the hole is filled in the first step.

## Overlap selection and collapse detection

Let $\phi_i$, $i\ne k$, be the $M$ orbitals of the hole's spin that should remain occupied. For each new orbital $\psi_j$, compute

$$p_j=\sum_{i\ne k}|\phi_i^TS\psi_j|^2$$

and occupy the $M$ orbitals with the largest $p_j$. Each $p_j$ is the squared length of a projection, so $0\le p_j\le1$. The other spin uses all its occupied ground orbitals as reference.

The reference here stays fixed. If it were replaced at every iteration, a large overlap between successive sets would not by itself limit the accumulated drift from the first set.

The detector is the population of the original hole orbital in the new determinant:

$$q=\phi_k^TSD_sS\phi_k=\sum_{j\,\rm occ}|\phi_k^TS\psi_j|^2.$$

It is tied to the selection. The reference orbitals and $\phi_k$ are orthonormal, so for each $\psi_j$ the projections onto all of them sum to at most one. Summing over the $M$ occupied orbitals gives

$$q\le M-\sum_{j\,\rm occ}p_j.$$

If the selected orbitals retain nearly all their reference character, the old hole cannot have been filled. I use $q>1/2$ as the collapse flag. A small $q$ does not exclude a valence excitation, so the smallest selected $p_j$ and the total energy must also be inspected.

```
input: S, h, integrals, ground orbitals, hole spin s, hole k
ref[t] = occupied ground orbitals of each spin t
remove k from ref[s]
D[t] = ref[t] ref[t]^T
repeat:
    build F and E from D
    err = X^T (F D S - S D F) X
    done = not first pass and max|err| < tolerance
    G = F if first pass or done, else extrapolated F
    diagonalize G for each spin
    compute p_j and select the largest
    if done: return E, D, orbitals
    D = density of selected orbitals
after return: compute q; if q > 1/2, report collapse
```

The extrapolated matrix is $G=\sum_i c_iF^{(i)}$ over stored iterations. The coefficients make $|\sum_ic_ie^{(i)}|^2$ stationary subject to $\sum_ic_i=1$. With $B_{ij}=e^{(i)}\cdot e^{(j)}$ and a multiplier $\lambda$ (a factor of two absorbed), differentiation gives

$$\sum_jB_{ij}c_j+\lambda=0,\qquad \sum_jc_j=1.$$

## Orbital energies along the ionization path

Let $n$ be the occupation of the hole orbital, from $n=1$ in the atom to $n=0$ in the ion, with every intermediate state stationary. For $D_s(n)=\sum_in_i\phi_i\phi_i^T$ with $n_k=n$,

$$\frac{dE}{dn}=\phi_k^TF_s\phi_k+2\sum_{t,i}n_{ti}\,\frac{d\phi_{ti}^T}{dn}F_t\phi_{ti}.$$

The orbitals are eigenvectors, so each term in the sum contains $2\varepsilon_{ti}(d\phi_{ti}^T/dn)S\phi_{ti}$. This is $\varepsilon_{ti}$ times the derivative of $\phi_{ti}^TS\phi_{ti}=1$, hence zero. Therefore $dE/dn=\varepsilon_k(n)$, and

$$\Delta=E(0)-E(1)=-\int_0^1\varepsilon_k(n)\,dn.$$

This requires a smooth branch; a jump to another solution invalidates it.

Suppose $\varepsilon_k=a+bx+cx^2$ with $x=n-1/2$. The integral is $a+c/12$, the midpoint value is $a$, and the mean of the endpoints is $a+c/4$. Their errors relative to the integral are $-c/12$ and $+c/6$, opposite in sign and in the ratio 1:2. Two parts midpoint and one part endpoint mean cancel them, which is Simpson's rule:

$$\Delta\simeq-\frac{\varepsilon_k(1)+4\varepsilon_k(1/2)+\varepsilon_k(0)}6.$$

A cubic term is odd in $x$ and contributes neither to the integral nor to this sum. If $\varepsilon_k$ is linear, the midpoint alone suffices.

## Tin results

The basis is def2-TZVP with its scalar-relativistic effective core, 50 functions in all. The digits serve comparison within this basis; a larger basis moves $\Delta$ and $R$ by about 0.1 eV, as the last section shows. These are the spin-up holes, with energies in eV:

| Hole | $-\varepsilon_k$ | $\Delta$ | $R$ | $q$ |
|---|---:|---:|---:|---:|
| $4d_{xy}$ | 35.481 | 31.485 | 3.996 | 0 |
| $4d_{x^2-y^2}$ | 35.481 | 31.485 | 3.996 | $7\times10^{-18}$ |
| $4d_{xz}$ | 35.708 | 31.743 | 3.965 | 0 |
| $4d_{z^2}$ | 35.788 | 31.838 | 3.950 | $1.6\times10^{-4}$ |
| 4s | 159.446 | 154.208 | 5.238 | $5\times10^{-5}$ |

The three 4d energies and the equality of the first two rows follow the opening symmetry argument. The $x^2-y^2$ hole shares its reflection class with s orbitals, yet its $q$ is at rounding level. A 90° rotation explains this: it reverses the sign of $x^2-y^2$, leaves s and $z^2$ unchanged, and preserves this ion's density. The $z^2$ and 4s holes lack such protection, and their $q$ is small but finite.

For $4d_{xy}$, the frozen estimate exceeds $\Delta$ by $35.481-31.485=3.996$ eV, or 13% of $\Delta$. The smallest selected overlap is 0.953 and the largest rejected one 0.041. The latter cannot belong to the empty $4d_{xy}$ level, since the spin-up reference contains no orbital of that class. A separate run from a spherical density, with electrons counted by class, reaches the same energy to the printed precision.

Lowest-energy filling from the same frozen hole gives $q=0.9999$ and an energy 6.854 eV above the atom. Independently converged ground-configuration Sn$^+$ also lies at 6.854 eV. The collapsed run is a converged solution, but its energy is $31.485-6.854=24.631$ eV below the wanted state. A small residual alone would not reveal the error.

The orbital energies at $n=1,1/2,0$ are $-35.481$, $-31.380$ and $-27.905$ eV. Simpson's rule gives

$$\frac{35.481+4(31.380)+27.905}{6}=31.484\ \text{eV},$$

against the total-energy difference of 31.485 eV. The midpoint is 0.105 eV too low and the endpoint mean 0.208 eV too high, close to the predicted ratio.

On ionization, the root-mean-square radius of $5p_x$ falls from 1.829 to 1.539 angstrom, or 16%. That of $4d_{xz}$ falls from 0.626 to 0.608 angstrom, or 3%. The outer shell contracts more, but these radii do not divide $R$ between shells.

## Spin mixture

After spin-up $4d_{xy}$ removal, the open shells are two spin-up 5p electrons and one spin-down 4d electron. For a UHF determinant with $S_z\ge0$,

$$\langle S^2\rangle=S_z(S_z+1)+N_\downarrow-\mathrm{Tr}\,D_\uparrow SD_\downarrow S.$$

If the closed shells match perfectly, one spin-down electron is unmatched and $\langle S^2\rangle=3/4+1=1.75$. The computed value is 1.760. A doublet has $3/4$ and a quartet $15/4$, so, neglecting higher spins, the quartet weight is

$$w=\frac{1.760-0.75}{3}=0.337.$$

The third digit reflects the neglect: projecting the determinant onto total spin gives weights 0.665 (doublet), 0.334 (quartet) and 0.001 (sextet), and the sextet supplies most of the excess over 1.75. The spin-down hole has $\langle S^2\rangle=3.761$, nearly a pure quartet, and $\Delta_Q=30.958$ eV. The Hamiltonian does not couple different total spins, so the mixed energy is the weighted mean of its spin components. Using the separately relaxed $\Delta_Q$ for the quartet component is an approximation. It tends to place the doublet too high, because the quartet inside the mixture has not relaxed on its own and the small, high-lying sextet part is ignored:

$$\Delta_D\simeq\frac{31.485-0.337(30.958)}{1-0.337}\simeq31.75\ \text{eV}.$$

The projected doublet component of the same determinant lies at 31.66 eV above the UHF atom, with the two causes contributing about equally to the 0.09 eV gap. This is an average doublet energy, not a resolved multiplet level. The frozen energies of the two spin holes differ by $35.481-35.234=0.247$ eV, while the relaxed ones differ by 0.527 eV. Relaxation enlarges the separation; the calculation does not isolate the cause.

## Cost, stability and failure modes

For $m$ basis functions, storing the symmetry-distinct two-electron integrals takes about $m^4/8$ numbers. Here there are $50\cdot51/2=1275$ function pairs and $1275\cdot1276/2=813450$ integrals, about 6.5 MB in double precision. Each Fock build scales as $m^4$, diagonalization as $m^3$, and overlap selection as $Mm^2$ once $S$ has been applied to the reference. The selection is therefore a minor cost at large $m$. The $4d_{xy}$ run took eight density updates.

Three failures need different responses:

- **Selection becomes ambiguous.** The gap between selected and rejected $p_j$ closes. With a fixed reference, smaller steps of $n$ that reach the same final state leave its $p_j$ unchanged. They may help if the reference is renewed after each converged step and the branch is continuous.
- **The wrong hole survives.** Degenerate ground orbitals can be mixed arbitrarily. Fix their orientation by symmetry before choosing $k$.
- **One determinant is inadequate.** Convergence and small $q$ do not cure strong configuration mixing.

The decay continuum is a physical instance of the third. In this model Sn$^{2+}$ lies 20.605 eV above the atom, so the $4d_{xy}$ hole is 10.880 eV above it. Electron emission is energetically open, but the calculation gives neither a rate nor a width. A finite set of localized functions and one determinant represent the hole as a stationary state, which the full problem need not do.

## From the free atom to a resist

At 13.5 nm the photon energy is 91.840 eV. The free-atom model gives a $4d_{xy}$ photoelectron of $91.840-31.485=60.355$ eV, about 60 eV ($9.7\times10^{-18}$ J). The 4s hole is out of reach of one such photon from the ground state.

A tin-containing resist breaks the assumption of an isolated neutral atom: its tin is bonded and usually oxidized, and its surroundings polarize. For a unit charge in a cavity of radius $r_c$, the outside medium of relative permittivity $\epsilon$ lowers the energy by

$$\int_{r_c}^{\infty}\left(1-\frac1\epsilon\right)\frac{dr}{2r^2}=\frac{1-1/\epsilon}{2r_c}.$$

With rough typical values $r_c=2.0$ angstrom and $\epsilon=2.5$, this is 2.16 eV. Alone, it would raise the photoelectron energy to about 62.5 eV. The chemical shift is not included; in oxidized tin it can oppose this change and exceed it, so 62.5 eV is not a prediction for a resist. For scale, the measured 4d binding energy in tin metal is roughly 24 to 25 eV, but it is referred to the Fermi level, whereas $\Delta$ is referred to vacuum.

Other omissions have these sizes. Uncontracting the basis to 91 functions changes $\Delta$ by $-0.08$ eV; the larger def2-QZVPP basis changes it by $-0.12$ eV, raises $R$ by 0.13 eV and moves the radii by at most 0.001 angstrom. The effective core cannot relax around the hole, and that error is not estimated here. The PBE correlation functional, evaluated on the two UHF densities, changes it by $+1.2$ eV; applying a ground-state functional to a hole state makes this an estimate of size. The LYP and VWN functionals give $+1.0$ and $+1.6$ eV, and second-order perturbation theory in the same basis gives $+0.7$ eV.

For spin-orbit coupling $\xi\,\mathbf l\cdot\mathbf s$, the 4d values of $\mathbf l\cdot\mathbf s$ are $1$ for $j=5/2$ and $-3/2$ for $j=3/2$, so the splitting is $5\xi/2$. A potential built from a simple closed-form approximation to Thomas-Fermi screening gives 0.68 eV. That potential binds 4d by only 10.3 eV, far less than the UHF orbital energy, so the figure is crude; the measured splitting in tin is roughly 1 eV. These effects exceed the millielectronvolt agreement between the two routes to $\Delta$, which measures numerical consistency within UHF, not accuracy for tin. The main values are in the numerical output below.

## Numbers as computed

```
Sn UHF, def2-TZVP and 28-electron effective core
basis functions: 50; iterations 4d_xy: 8
ground total energy: -5805.275 eV
spin-up hole: -eps, Delta, R in eV; q dimensionless
4d_xy: 35.481, 31.485, 3.996; q=0.00e+00
4d_x2-y2: 35.481, 31.485, 3.996; q=6.71e-18
4d_xz: 35.708, 31.743, 3.965; q=0.00e+00
4d_z2: 35.788, 31.838, 3.950; q=1.63e-04
4s: 159.446, 154.208, 5.238; q=4.89e-05
4d_xy overlap kept/rejected: 0.9528/0.0405
4s overlap kept/rejected: 0.9515/0.0413
symmetry-fixed minus overlap: 0.0e+00 eV
collapsed run above ground: 6.854 eV
independent Sn+ above ground: 6.854 eV
collapsed run q: 0.9999
4d_xy orbital energy, n=1: -35.481 eV
4d_xy orbital energy, n=1/2: -31.380 eV
4d_xy orbital energy, n=0: -27.905 eV
midpoint estimate: 31.380 eV
trapezoid estimate: 31.693 eV
Simpson estimate: 31.4846 eV
4d_xy total-energy difference: 31.4847 eV
spin-down 4d_xy -eps: 35.234 eV
spin-down 4d_xy Delta: 30.958 eV
<S^2> spin-up/down hole: 1.7601/3.7607
quartet weight, spin-up hole: 0.3367
approximate doublet Delta: 31.752 eV
5p_x rms radius, atom/hole: 1.8289/1.5387 angstrom
4d_xz rms radius, atom/hole: 0.6260/0.6082 angstrom
photon energy at 13.5 nm: 91.840 eV
4d_xy photoelectron energy: 60.355 eV
Sn2+ above ground: 20.605 eV
4d_xy hole above Sn2+: 10.880 eV
uncontracted basis functions: 91
uncontracted 4d_xy Delta: 31.407 eV
basis shift: -0.078 eV
PBE correlation shift: 1.194 eV
screened-model 4d energy: -10.33 eV
4d spin-orbit splitting size: 0.68 eV
rough cavity radius: 2.0 angstrom
rough relative permittivity: 2.5
polarization lowers Delta by: 2.16 eV
```
